# Effective Magnetic Moment of Free Nitric Oxide from Its Doublet Pi Levels

Suppose nitric oxide is released from a nitrosyl precursor and its amount is to be found from the magnetic susceptibility of the gas. The conversion needs an effective moment, and one must decide which one to use. The spin-only value for one unpaired electron is \(\sqrt3\approx1.73\) Bohr magnetons. Counting the thermally populated magnetic level alone gives 1.20 at 300 K. The full treatment of the ground term gives 1.84. Since the susceptibility goes as the square of the moment, the spin-only choice would overestimate the amount of gas by about 13%, and the second choice by more than a factor of two.

**The levels and the moment operator**

The ground term of NO is \(^2\Pi\). Along the molecular axis the orbital angular momentum has projection \(\Lambda=\pm1\) and the spin \(S=1/2\) has projection \(\Sigma=\pm1/2\), both in units of \(\hbar\). The components of \(\mathbf L\) perpendicular to the axis change \(\Lambda\) by one unit. They therefore have no matrix elements among states with \(\Lambda=\pm1\), and within the term the spin-orbit energy is

\[
H_{\rm so}=A\,L_zS_z\;\rightarrow\;A\Lambda\Sigma .\tag{1}
\]

For NO, \(A>0\). The two states with \(\Lambda\Sigma=-1/2\) form \(^2\Pi_{1/2}\) at energy \(-A/2\), and the two with \(\Lambda\Sigma=+1/2\) form \(^2\Pi_{3/2}\) at \(+A/2\). The splitting is \(A\).

Let the field be \(\mathcal B\), and write \(b=\mu_B\mathcal B\) for the corresponding energy. With the spin \(g\) factor set to 2, the field energy is

\[
H_{\rm Z}=b\,\mathbf e\cdot(\mathbf L+2\mathbf S),\tag{2}
\]

where \(\mathbf e\) is the field direction. The axial moment, in Bohr magnetons, has magnitude \(|\Lambda+2\Sigma|\). It is \(|1-1|=0\) in \(^2\Pi_{1/2}\) and \(|1+1|=2\) in \(^2\Pi_{3/2}\). The lower level is thus non-magnetic along the axis because its orbital and spin moments cancel. This does not make it non-magnetic in every direction.

The effective moment \(m=\mu_{\rm eff}/\mu_B\) is defined through the mean induced moment \(p\) of one molecule in a weak field,

\[
p=\frac{m^2\mu_B^2}{3kT}\,\mathcal B,\qquad
\chi=\frac{\mu_0N_A\mu_B^2m^2}{3kT},\tag{3}
\]

where \(\chi\) is the molar susceptibility of a gas of independent molecules. For a moment that does not vary with temperature, (3) is the Curie law. Here \(m\) will depend on \(T\).

**Energies in a field at a fixed angle**

Hold the axis at an angle \(\theta\) to the field, and write \(c=\cos\theta\), \(s=\sin\theta\). Neither (1) nor (2) connects \(\Lambda=+1\) with \(\Lambda=-1\), so each value gives a separate two-by-two problem:

\[
H_\Lambda=b\Lambda c+(A\Lambda+2bc)S_z+2bs\,S_x .\tag{4}
\]

An operator \(uS_z+vS_x\) for spin one-half has eigenvalues \(\pm\tfrac12\sqrt{u^2+v^2}\). With \(\Lambda^2=1\) and \(c^2+s^2=1\), the sum of squares is

\[
(A\Lambda+2bc)^2+4b^2s^2=A^2+4Ab\Lambda c+4b^2 .
\]

The energies are therefore

\[
E_{\Lambda,\pm}=b\Lambda c\pm\tfrac12\sqrt{A^2+4Ab\Lambda c+4b^2}.\tag{5}
\]

The susceptibility needs terms up to \(b^2\). Put \(u=4b\Lambda c/A+4b^2/A^2\) and use \(\sqrt{1+u}=1+u/2-u^2/8+\dots\). To this order \(u^2=16b^2c^2/A^2\), so

\[
\begin{aligned}
\sqrt{A^2+4Ab\Lambda c+4b^2}
&=A+2b\Lambda c+\frac{2b^2}{A}-\frac{2b^2c^2}{A}+\dots\\
&=A+2b\Lambda c+\frac{2b^2s^2}{A}+\dots
\end{aligned}
\]

Inserting this in (5) gives

\[
E_{\Lambda,+}=\frac A2+2b\Lambda c+\frac{b^2s^2}{A},\qquad
E_{\Lambda,-}=-\frac A2-\frac{b^2s^2}{A}.\tag{6}
\]

In the upper level the orbital and spin terms linear in \(b\) add, giving the axial moment 2. In the lower level they cancel. The quadratic terms come from \(2S_x\), which joins the two levels at the same \(\Lambda\) with matrix element 1. This coupling pushes the levels apart, lowering \(^2\Pi_{1/2}\) and raising \(^2\Pi_{3/2}\). The field thus induces in the lower level a moment along the field, and in the upper level an opposite one of the same size.

**Thermal average at a fixed angle**

Let \(\beta=1/kT\) and \(x=A/kT\). Expand the Boltzmann factors of (6) to order \(b^2\). In the upper level, the terms linear in \(b\) cancel between \(\Lambda=\pm1\), and half the square of the linear exponent contributes \(\tfrac12(2\beta bc)^2=2\beta^2b^2c^2\) for each state. Hence

\[
Z(\theta)=2e^{x/2}\Big(1+\frac{\beta b^2s^2}{A}\Big)
+2e^{-x/2}\Big(1-\frac{\beta b^2s^2}{A}+2\beta^2b^2c^2\Big).\tag{7}
\]

Without the field, \(Z_0=2e^{x/2}+2e^{-x/2}=4\cosh(x/2)\). Divide (7) by \(Z_0\) and use \(\beta/A=\beta^2/x\). The terms in \(s^2\) carry the factor

\[
\frac{2e^{x/2}-2e^{-x/2}}{4\cosh(x/2)}=\tanh\frac x2 ,
\]

and the term in \(c^2\) carries

\[
\frac{4e^{-x/2}}{4\cosh(x/2)}=\frac{2}{e^x+1}.
\]

The result is

\[
\frac{Z(\theta)}{Z_0}=1+(\beta b)^2\left[
s^2\,\frac{\tanh(x/2)}{x}+c^2\,\frac{2}{e^x+1}\right].\tag{8}
\]

The intermediate expansion (6) requires \(b\ll A\), which might seem to exclude the limit \(A\to0\). The restriction does not survive in \(Z\). Summing the two roots in (5) gives a hyperbolic cosine, whose power series contains even powers of the square root and so no inverse powers of \(A\). The condition for (8) is \(b\ll kT\).

To read off the susceptibility, note that the free energy is \(-kT\ln Z\) and the mean moment is \(p=kT\,\partial\ln Z/\partial\mathcal B\). If \(\ln(Z/Z_0)=C(\beta b)^2\), then \(p=2C\mu_B^2\mathcal B/kT\). Let \(\chi_\parallel\) and \(\chi_\perp\) denote \(p/\mathcal B\) for a field along and across a fixed axis. Equation (8) gives

\[
\frac{kT\chi_\parallel}{\mu_B^2}=\frac4{e^x+1},\qquad
\frac{kT\chi_\perp}{\mu_B^2}=\frac{2\tanh(x/2)}x .\tag{9}
\]

The fraction of molecules in \(^2\Pi_{3/2}\) is \(P_{3/2}=1/(e^x+1)\). The parallel part is this population times the squared moment \(2^2\), which is the Curie contribution. The perpendicular part is a Van Vleck contribution: it comes from second-order energies and is proportional to the population difference \(P_{1/2}-P_{3/2}=\tanh(x/2)\), because the induced moments of the two levels oppose each other.

**Average over the rotating molecule**

In the gas the axis is not fixed. Let \(\mathbf N\) be the total angular momentum without spin, in units of \(\hbar\), let \(\mathbf n\) be the unit vector along the axis, and let \(B\) be the rotational constant. Refer the spin to axes fixed in space, so that it commutes with \(\mathbf N\). The Hamiltonian at given \(\Lambda\) is then

\[
H=B(\mathbf N^2-\Lambda^2)+A\Lambda\,\mathbf n\cdot\mathbf S
+b(\Lambda n_Z+2S_Z),\tag{10}
\]

with \(Z\) along the field. For classical rotation the first term is

\[
B\left[p_\theta^2+\frac{(p_\phi-\Lambda\cos\theta)^2}{\sin^2\theta}\right],
\]

where \(p_\theta\) and \(p_\phi\) are the momenta of the polar angles of the axis. The other terms in (10) depend on the orientation and the spin but not on these momenta. Shifting \(p_\phi\) by \(\Lambda\cos\theta\) leaves two Gaussian integrals, whose widths give

\[
\int\!dp_\theta\,dp_\phi\;e^{-\beta H_{\rm rot}}
=\sqrt{\frac{\pi kT}B}\,\sqrt{\frac{\pi kT\sin^2\theta}B}
=\frac{\pi kT}B\sin\theta .\tag{11}
\]

The factor \(\sin\theta\) is the weight of a uniform distribution of directions, and the rest is independent of the field. The partition function (8) must therefore be averaged over the sphere, with \(\overline{c^2}=1/3\) and \(\overline{s^2}=2/3\):

\[
\ln\frac{\overline Z}{Z_0}=\frac{2(\beta b)^2}{3}
\left[\frac{\tanh(x/2)}x+\frac1{e^x+1}\right].\tag{12}
\]

This step neglects the fact that \(\mathbf N^2\) and \(\mathbf n\) do not commute. It is the leading result for small \(B\), with \(B\ll kT\).

Comparing \(p=2C\mu_B^2\mathcal B/kT\) with (3) gives \(m^2=6C\). From (12),

\[
m^2=4\left[\frac{\tanh(x/2)}x+\frac1{e^x+1}\right].\tag{13}
\]

Substituting \(\tanh(x/2)=(1-e^{-x})/(1+e^{-x})\) and \(1/(e^x+1)=e^{-x}/(1+e^{-x})\) puts this over one denominator:

\[
m^2=\frac{4\,[\,1-e^{-x}+xe^{-x}\,]}{x\,(1+e^{-x})},\qquad x=\frac A{kT}.\tag{14}
\]

In terms of (9), the same result reads \(m^2=kT(\chi_\parallel+2\chi_\perp)/\mu_B^2\), with one parallel and two perpendicular directions.

**High temperature**

For small \(x\), \(\tanh(x/2)/x=\tfrac12-x^2/24+\dots\) and \(1/(e^x+1)=\tfrac12-x/4+\dots\), the next term of the latter being of order \(x^3\). Equation (13) becomes

\[
m^2=4-x-\frac{x^2}6+\dots,\qquad m=2-\frac x4+\dots\tag{15}
\]

The limit is 2, and it is approached slowly, as \(1/T\).

The value has a direct meaning. When \(kT\) is large compared with all the splittings, \(m^2\) is the equal-weight mean of the squared moment operator:

\[
\big\langle(\Lambda\mathbf n+2\mathbf S)^2\big\rangle
=\Lambda^2+4S(S+1)+4\langle\Lambda\Sigma\rangle=1+3+0=4 .\tag{16}
\]

The cross term vanishes because parallel and antiparallel arrangements of orbital and spin moment are equally populated. At a finite temperature the antiparallel arrangement is favoured, which reduces \(m\).

The Curie part alone would give \(m^2=4/(e^x+1)\to2\), hence \(m\to\sqrt2\). The Van Vleck part supplies the other half of \(m^2\). It remains finite although the population difference vanishes, because that difference, about \(x/2\), is divided by an energy separation proportional to \(x\).

Both terms in (13) decrease with \(x\) for \(x>0\). The second plainly does. The first does because \(\tanh\) is concave for positive argument and starts from zero, so its ratio to the argument falls. Within the model, therefore, \(m\) rises steadily with temperature and stays below 2.

**Low temperature, and the inverted doublet**

For \(x\gg1\) the upper level is empty and \(\tanh(x/2)\to1\), so

\[
m^2\to\frac4x=\frac{4kT}A,\qquad
\frac p{\mathcal B}\to\frac{4\mu_B^2}{3A}.\tag{17}
\]

The effective moment tends to zero, but the susceptibility does not. It becomes independent of temperature, as befits a moment induced by the field. The classical average requires \(B\ll kT\) as well, so the derivation supports (17) in the window \(B\ll kT\ll A\). For NO this window lies below the boiling point, about 121 K, where the substance condenses, largely as diamagnetic dimers. Equation (17) therefore describes isolated molecules, not a bulk sample.

The derivation did not use the sign of \(A\) after (1), since both roots in (5) are summed. For an inverted doublet, with \(^2\Pi_{3/2}\) lowest, one replaces \(x\) by \(-|x|\):

\[
m^2=4\left[\frac{\tanh(|x|/2)}{|x|}+\frac1{1+e^{-|x|}}\right].\tag{18}
\]

At high temperature this is \(4+|x|+\dots\), so the limit 2 is approached from above. At low temperature, within the same classical window, it tends to 4 again, now because the populated level has axial moment 2. Here quantum rotation lowers \(m^2\) noticeably before the limit is reached: with \(|A|=120\) and \(B=1.7\ \mathrm{cm^{-1}}\), the rotor (10) gives 4.38 at 20 K and 3.64 at 5 K, against 4.46 and 4.12 from (18). The sign of the spin-orbit constant thus decides whether cooling first lowers or raises the moment.

**Nitric oxide at 300 K**

Take the rough values \(A=120\ \mathrm{cm^{-1}}\) and \(B=1.7\ \mathrm{cm^{-1}}\) for NO. At 300 K, \(kT=208.5\ \mathrm{cm^{-1}}\), so

\[
x=\frac{120}{208.5}=0.5755,\qquad e^{-x}=0.5624 .
\]

The populations are \(P_{1/2}=1/1.5624=0.640\) and \(P_{3/2}=0.360\). Equation (9) gives

\[
\frac{kT\chi_\parallel}{\mu_B^2}=4(0.360)=1.440,\qquad
\frac{kT\chi_\perp}{\mu_B^2}=\frac{2(0.640-0.360)}{0.5755}=0.973 .
\]

Therefore

\[
m^2=1.440+2(0.973)=3.386,\qquad \mu_{\rm eff}=1.84\,\mu_B .\tag{19}
\]

The corresponding molar susceptibility is \(1.77\times10^{-8}\ \mathrm{m^3\,mol^{-1}}\). The Van Vleck part supplies 1.946 of the 3.386, or 57%, although \(kT\) exceeds the splitting. Dropping it leaves \(\sqrt{1.440}=1.20\). With the same \(|A|\), an inverted doublet would have \(m^2=2(0.973)+4(0.640)=4.51\) and a moment of \(2.12\,\mu_B\).

The result is not very sensitive to \(A\). Differentiating (13), with \(1-\tanh^2(x/2)=4P_{1/2}P_{3/2}\), gives

\[
\frac{dm^2}{dx}=4\left[\frac{2P_{1/2}P_{3/2}}x
-\frac{P_{1/2}-P_{3/2}}{x^2}-P_{1/2}P_{3/2}\right]\approx-1.10 .\tag{20}
\]

Raising \(A\) by 3% raises \(x\) by 0.017. It lowers \(m^2\) by 0.019 and \(m\) by \(0.019/(2\times1.84)=0.005\). With a rough \(A\), the third decimal of the moment has no significance for the real molecule.

Diagonalizing the fixed-axis Hamiltonian in a small finite field and averaging the partition function over directions gives \(m^2=3.3864\), in agreement with (14). The stronger test is the quantum rotor (10), which does not assume classical rotation:

| \(T\) (K) | Equation (14) (\(\mu_B\)) | Quantum rotor (\(\mu_B\)) |
|---:|---:|---:|
| 20 | 0.6811 | 0.6835 |
| 100 | 1.4903 | 1.4915 |
| 300 | 1.8402 | 1.8399 |
| 600 | 1.9237 | 1.9234 |

The extra digits serve to compare two treatments with identical inputs. At 100 K the difference is 0.0012. When \(B\) is reduced tenfold with \(A\) and \(T\) held fixed, the rotor gives 1.4905 and the difference, taken before rounding, falls about tenfold to 0.0001, as it should if it comes from quantum rotation. The difference changes sign between 100 and 200 K, a feature that the leading-order derivation does not address. At 20 K it is still only about 0.35% of the moment. Once \(kT\) is comparable with \(B\), which happens near 2.4 K, the classical integral (11) has no justification. The sum over the discrete levels of (10) nevertheless stays close to (14), within about 0.1% at that temperature and 0.01% at 1 K, a fact the derivation above does not explain. The rows at 20 and 100 K lie below the boiling point of NO and refer to isolated molecules.

Equation (14) gives 1.955 at 1000 K and 1.985 at 3000 K, and reaches 1.99 near 4400 K. The estimate \(x/4=0.01\) from (15) gives 4300 K. The value 2 is therefore a limit of the model. Real NO at such temperatures is vibrationally excited and can dissociate, so these figures do not predict the susceptibility of the hot gas.

**What the ground-term model leaves out**

Several omissions are small at 300 K. Using the free-electron value \(g=2.0023\) raises the moment by 0.002. The Λ-doubling, the small splitting of each rotational level into two parities, is roughly \(5\times10^{-4}\) of \(kT\). With a rough vibrational quantum of \(1900\ \mathrm{cm^{-1}}\), the Boltzmann factor of the first excited vibrational level is \(10^{-4}\). In a field of 1 T, \(b/kT=0.002\), and saturation enters through its square.

Diamagnetism matters more. The Langevin term, summed over all the electrons of the molecule, gives an induced moment \(-e^2\langle\sum r^2\rangle\mathcal B/6m_e\), where \(m_e\) is the electron mass. By (3), this changes \(m^2\) by

\[
\Delta m^2_{\rm dia}=-\frac{2m_ekT}{\hbar^2}\Big\langle\sum r^2\Big\rangle .\tag{21}
\]

An unrestricted Hartree–Fock calculation in the cc-pVDZ basis, at a rough bond length of 1.15 Å, gives \(\langle\sum r^2\rangle=40.8\) bohr² about the centre of mass. This level leaves out electron correlation and uses a small basis, which is enough for an estimate of size; larger basis sets with diffuse functions raise the value by about 1%. At 300 K, \(\Delta m^2_{\rm dia}=-0.078\), or 2.3% of \(m^2\). Taken alone, it would lower the apparent moment by 0.02.

Against this stands the paramagnetism due to excited electronic terms, which the perpendicular components of \(\mathbf L\) mix into the ground term. A single excitation between p-type π and σ orbitals has a squared matrix element \(1/2\) for each of \(L_x\) and \(L_y\). With a gap \(\Delta\) each perpendicular component of \(p/\mathcal B\) is \(\mu_B^2/\Delta\), the directional average is \(2\mu_B^2/3\Delta\), and \(m^2\) rises by \(2kT/\Delta\). For a rough gap of 5 eV this is \(+0.010\). This is one excitation only. Coupled Hartree–Fock response in the aug-cc-pVDZ basis, which includes all of them, gives about \(+0.04\) about the centre of mass. The larger aug-cc-pVTZ and aug-cc-pVQZ bases give \(+0.049\) and \(+0.052\), so the value is still rising slowly with the basis. It cancels about two thirds of the diamagnetic term and leaves a net change of \(m^2\) of roughly \(-0.03\), or 1%. The division between the paramagnetic term and (21) depends on the chosen origin, and all these numbers are estimates of size, not corrections to be added to (19).

In practice, then, a measured susceptibility must be corrected for these nearly temperature-independent contributions before (14) is applied. The need grows on heating, because a constant susceptibility contributes to \(m^2\) in proportion to \(T\). The limit 2 refers to the paramagnetism of the ground term alone.

The formula also belongs to the free molecule. In a nitrosyl complex the metal and the other ligands can separate the two π* orbitals in energy. If one real, non-degenerate orbital then holds the unpaired electron, the mean of \(L_z\) vanishes, because \(L_z\) is an imaginary operator. When the separation is large compared with both \(A\) and \(kT\), and that electron is the only unpaired one, the moment is close to the spin-only \(\sqrt3\). The value 1.84 should therefore not be carried over from the free gas to the bound ligand. The numerical output gives the remaining temperatures and the individual estimates, except for the coupled response, the values in larger basis sets, and the rotor values below 20 K and for the inverted doublet.

## Values computed for the example and the checks

```
Input splitting A (rough, NO): 120 cm^-1
Input rotational constant B (rough, NO): 1.7 cm^-1
kT at 300 K: 208.51 cm^-1
x = A/kT at 300 K: 0.5755
exp(-x) at 300 K: 0.5624
Population of Pi_1/2 at 300 K: 0.6400
Population of Pi_3/2 at 300 K: 0.3600
kT chi_parallel/mu_B^2, diagonalized: 1.4399
kT chi_perpendicular/mu_B^2, diagonalized: 0.9733
m^2 at 300 K, formula: 3.3864
m^2 at 300 K, orientation average: 3.3864
Effective moment at 300 K: 1.8402 mu_B
Curie part alone at 300 K: 1.1999 mu_B
Molar susceptibility at 300 K: 1.774e-08 m^3/mol
T (K), formula (mu_B), quantum rotor (mu_B):
    20  0.6811  0.6835
    50  1.1000  1.1036
   100  1.4903  1.4915
   200  1.7524  1.7523
   300  1.8402  1.8399
   600  1.9237  1.9234
Rotor at 100 K with B/10: 1.4905 mu_B
Model formula at 1000 K: 1.9552 mu_B
Model formula at 3000 K: 1.9854 mu_B
Model formula at 10000 K: 1.9957 mu_B
Model moment reaches 1.99 mu_B at: 4355 K
Neglected effects at 300 K:
  quantum rotation, shift of moment: -0.00030 mu_B
  electron g factor used: 2.00232
  g factor, shift of moment: +0.00168 mu_B
  mu_B times 1 T over kT: 2.24e-03
  typical thermal J: 11.1
  Lambda-doubling over kT (rough): 5.3e-04
  vibrational quantum (rough input): 1900 cm^-1
  vibrational Boltzmann factor: 1.1e-04
  electronic gap (rough input): 5.0 eV
  electronic paramagnetism, change of m^2: +0.0103
  bond length (rough input): 1.15 angstrom
  UHF/cc-pVDZ sum of r^2: 40.83 bohr^2
  Langevin diamagnetism, change of m^2: -0.0776
  same, shift of moment: -0.0212 mu_B
```
